\section*{When the leading dipole image correction errs by ten percent}

\section*{Question}

I have a neutral defect pair in a periodic cubic supercell of side $L$: an effective charge $+q$ and an effective charge $-q$, a distance $d$ apart along a cube axis. To remove the interaction with the periodic images I use the dipole term of the Makov--Payne expansion,
\begin{equation}
E_{\rm lead}=-\frac{2\pi p^2}{3L^3},\qquad p=qd .
\label{lead}
\end{equation}
This must fail when $d$ is not small compared with $L$, and I would like to know at which $d/L$ it is wrong by ten percent. An Ewald sum gives me the energy of the periodic array, but I am stuck on three points. What exactly do I compare with (\ref{lead})? Which term comes next, and with which sign? And why do I get a quite different number when I add up the images directly, in larger and larger balls of cells?

My actual case is NaCl with a divalent cation on a sodium site and a sodium vacancy one lattice constant away along a cube axis. How large must the supercell be?

\section*{Answer}

\subsection*{What to compare}

I use Gaussian units and first put the charges in vacuum. The quantity that (\ref{lead}) approximates is the periodic energy per cell minus the energy of the same pair in isolation:
\begin{equation}
E_{\rm im}=E_{\rm per}-\left(-\frac{q^2}{d}\right)=E_{\rm per}+\frac{q^2}{d}.
\label{def}
\end{equation}
The periodic energy depends on a boundary condition. The usual Ewald choice is zero average electric field (``tin-foil''), and I adopt it; your third point turns on it.

Let $\psi(\mathbf r)$ be the potential of a lattice of unit charges in a uniform neutralising background, with zero average over the cell. Near the origin it behaves as $1/r$ plus a regular part, so define
\begin{equation}
\varphi(\mathbf r)=\psi(\mathbf r)-\frac1r,\qquad \xi=\varphi(0).
\end{equation}
The charge $+q$ feels its own images, $q\xi$, and the sublattice of negative charges, $-q\psi(\mathbf d)$. The charge $-q$ feels the opposite potential. With the factor $\tfrac12$ for pair energies,
\begin{equation}
E_{\rm per}=\tfrac12\left\{q[q\xi-q\psi(\mathbf d)]-q[-q\xi+q\psi(\mathbf d)]\right\}=q^2[\xi-\psi(\mathbf d)].
\end{equation}
The two backgrounds cancel because the cell is neutral. Inserting this in (\ref{def}) gives
\begin{equation}
E_{\rm im}=-q^2[\varphi(\mathbf d)-\varphi(0)].
\label{phi}
\end{equation}

\subsection*{The Ewald sum}

Add to each unit point charge a Gaussian cloud of charge $-1$ and density $-(\kappa^3/\pi^{3/2})e^{-\kappa^2r^2}$, and subtract the cloud again. A point with its cloud has the short-range potential $\mathrm{erfc}(\kappa r)/r$. The subtracted clouds, of charge $+1$, are summed as a Fourier series. Hence
\begin{equation}
\psi(\mathbf r)=\sum_{\mathbf R}\frac{\mathrm{erfc}(\kappa|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
+\frac{4\pi}{L^3}\sum_{\mathbf k\neq0}\frac{e^{-k^2/4\kappa^2}}{k^2}\cos\mathbf k\cdot\mathbf r-\frac{\pi}{\kappa^2L^3}.
\end{equation}
The last term makes the average zero, since $\int \mathrm{erfc}(\kappa r)\,r^{-1}d^3r=\pi/\kappa^2$. To obtain $\xi$, subtract $1/r$ and let $r\to0$: the $\mathbf R=0$ term becomes $-\mathrm{erf}(\kappa r)/r\to-2\kappa/\sqrt\pi$. Therefore
\begin{align}
\frac{E_{\rm im}}{q^2}={}&\frac1d-\frac{2\kappa}{\sqrt\pi}
+\sum_{\mathbf R\neq0}\frac{\mathrm{erfc}(\kappa R)}{R}
-\sum_{\mathbf R}\frac{\mathrm{erfc}(\kappa|\mathbf d-\mathbf R|)}{|\mathbf d-\mathbf R|}\nonumber\\
&+\frac{4\pi}{L^3}\sum_{\mathbf k\neq0}\frac{e^{-k^2/4\kappa^2}}{k^2}\,(1-\cos\mathbf k\cdot\mathbf d).
\label{ewald}
\end{align}
Both sums converge fast, and the result does not depend on $\kappa$. This is the number to set against (\ref{lead}).

\subsection*{Where the leading term comes from}

Poisson's equation for $\psi$ is
\begin{equation}
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big].
\label{poisson}
\end{equation}
Removing $1/r$ removes the delta function at the origin, so $\nabla^2\varphi=4\pi/L^3$ for $r<L$. Because $\nabla^2r^2=6$, the function $2\pi r^2/(3L^3)$ is a particular solution. The rest of $\varphi$ is harmonic and has the full symmetry of the cube. Inversion forbids odd $l$. For $l=2$, a quadratic form with cubic symmetry is proportional to $r^2$, which is not harmonic. Thus
\begin{equation}
\varphi(\mathbf r)=\xi+\frac{2\pi r^2}{3L^3}+(\text{cubic harmonics with }l=4,6,8,\ldots),
\end{equation}
and (\ref{phi}) yields $E_{\rm lead}=-2\pi q^2d^2/(3L^3)$.

In terms of fields, the polarisation is $P=p/L^3$. At zero average field, the other dipoles produce the Lorentz field $4\pi P/3$ at a cubic site. The energy per dipole is $-\tfrac12p(4\pi P/3)=-2\pi p^2/(3L^3)$, with the factor $\tfrac12$ because each interaction is shared by two dipoles.

\subsection*{The next terms}

The plain sum of $1/|\mathbf r-\mathbf R|$ diverges, so the higher harmonics need some care. Let $T_{\mathbf R}(\mathbf r)$ be the Taylor polynomial of $1/|\mathbf r-\mathbf R|$ about $\mathbf r=0$ through second degree, and define
\begin{equation}
F(\mathbf r)=\frac1r+\frac{2\pi r^2}{3L^3}+\sum_{\mathbf R\neq0}\left[\frac1{|\mathbf r-\mathbf R|}-T_{\mathbf R}(\mathbf r)\right].
\label{F}
\end{equation}
The bracket falls off as $R^{-4}$, so the sum converges absolutely. Each $T_{\mathbf R}$ is harmonic, so $F$ obeys the same equation (\ref{poisson}) as $\psi$, and $H=F-\psi$ is harmonic everywhere.

Three derivatives remove $T_{\mathbf R}$ and $r^2$. The third derivatives of $F$ are therefore absolutely convergent sums over all lattice sites, which are periodic. Those of $H$ are then periodic and harmonic, hence bounded and harmonic, hence constant. They are also odd under inversion, since $H$ is even, so they vanish. This leaves $H$ as a polynomial of degree at most two. Being harmonic with cubic symmetry, it is a constant, and constants drop out of (\ref{phi}).

The harmonics can now be read off from (\ref{F}) with
\begin{equation}
\frac1{|\mathbf r-\mathbf R|}=\sum_{l=0}^{\infty}\frac{r^l}{R^{l+1}}P_l(\cos\theta),
\end{equation}
where $\theta$ is the angle between $\mathbf r$ and $\mathbf R$. For $\mathbf r=\mathbf d$ on a cube axis, with $x=d/L$ and $R$ measured in units of $L$,
\begin{equation}
E_{\rm im}=-\frac{q^2}{L}\left[\frac{2\pi}{3}x^2+\sum_{l=4,6,\ldots}c_lx^l\right],\qquad
c_l=\sum_{\mathbf R\neq0}\frac{P_l(\cos\theta_{\mathbf R})}{R^{l+1}},
\label{series}
\end{equation}
valid for $x<1$.

The coefficient $c_4$ can nearly be had by hand. The six nearest sites contribute $2P_4(1)+4P_4(0)=2+4(3/8)=3.5$. Of the next twelve, four have $\cos\theta=0$ and eight have $\cos^2\theta=1/2$, where $P_4=-13/32$; they contribute $(1.5-3.25)/2^{5/2}=-0.309$. The eight cube corners have $P_4=-7/18$ and contribute $-0.200$. The sum so far is 2.99, and the converged value is $c_4=3.108$. The next two are $c_6=0.573$ and $c_8=3.259$.

Since $c_4>0$, the leading formula is too small in magnitude. The multipoles of the pair about its midpoint show what is missing. They are proportional to $q(d/2)^l[1-(-1)^l]$, so only odd $l$ occur. Two moments $l_1$ and $l_2$ interact with a strength proportional to $d^{\,l_1+l_2}/L^{\,l_1+l_2+1}$. The $d^4$ term is thus the interaction of dipoles with octupoles. A charge distribution with the same dipole but another octupole can have another correction, so the ten-percent point below belongs to two point-like charges and not to every dipole of the same size.

\subsection*{The ten-percent point}

I take ``errs by ten percent'' relative to the true image energy, so the condition is $E_{\rm lead}/E_{\rm im}=0.9$, or $E_{\rm im}/E_{\rm lead}=10/9$. Dividing (\ref{series}) by its first term,
\begin{equation}
\frac{3}{2\pi}\left(c_4x^2+c_6x^4+c_8x^6+\cdots\right)=\frac19 .
\label{cond}
\end{equation}
With $c_4$ alone,
\begin{equation}
x\simeq\sqrt{\frac{2\pi}{27c_4}}=\sqrt{\frac{6.283}{83.92}}=0.274 .
\end{equation}
Solving $E_{\rm lead}=0.9\,E_{\rm im}$ with the Ewald energy (\ref{ewald}) gives
\begin{equation}
\boxed{\frac dL=0.271}
\end{equation}
At this distance $E_{\rm im}=-0.1709\,q^2/L$ and $E_{\rm lead}=-0.1538\,q^2/L$, whose ratio is 0.900. The series agrees: with $x^2=0.07345$, the first three terms in the bracket of (\ref{cond}) are $0.2283+0.0031+0.0013=0.2327$, and the required value is $2\pi/27=0.2327$.

If you divide the difference by the formula instead, the condition is $E_{\rm im}=1.1\,E_{\rm lead}$ and the answer moves to $d/L=0.257$. A quoted percentage therefore needs its denominator.

There is one such point in $0<x<1$, because every $c_l$ is positive. For $c_4$ and $c_6$ this is seen from their values. For $l\ge8$ the six nearest sites give $2+4P_l(0)$. This is smallest at $l=10$, where it equals $2-4(63/256)=1.016$, since $P_l(0)$ is negative only for $l=10,14,\ldots$ and shrinks in magnitude with $l$. All other sites together contribute at most $\sum_{R>1}R^{-9}=0.629$ in magnitude, because $|P_l|\le1$. The ratio $E_{\rm im}/E_{\rm lead}$ therefore rises steadily from 1 at $x=0$. It grows without limit as $x\to1$, where the negative charge meets an image of the positive one, so it passes $10/9$ once.

\subsection*{Other directions}

Off the axis, the $l=4$ term is multiplied by the only cubic harmonic of that order, $n_x^4+n_y^4+n_z^4-\tfrac35$, divided by its axial value $\tfrac25$; here $\mathbf n$ is the unit vector along the pair. On a body diagonal the factor is
\begin{equation}
\frac{1/3-3/5}{2/5}=-\frac23 .
\end{equation}
At small $d/L$ the formula then overestimates the magnitude. At the same $d/L=0.271$ its error is $+7.5$ percent of the true image energy, against $-10$ percent on the axis. On a face diagonal the factor is $(1/2-3/5)/(2/5)=-1/4$, so at small $d/L$ the error is positive there too, and smaller.

\subsection*{Why your direct sum disagrees}

Take whole cells inside a ball in vacuum and add their interactions with the central cell. Each pair of cells contributes two like-charge and two unlike-charge terms, shared between the two cells. After pairing $\mathbf R$ with $-\mathbf R$,
\begin{equation}
E_{\rm ball}=q^2\sum_{\mathbf R\neq0}\left[\frac1R-\frac1{|\mathbf R+\mathbf d|}\right].
\end{equation}
Expand the second term in Legendre polynomials. The $l=0$ part cancels $1/R$, odd $l$ cancel by inversion, and $l=2$ cancels within each shell of equivalent sites. What remains is $-(q^2/L)\sum_{l\ge4}c_lx^l$: the $x^2$ term is absent, however large the ball.

At $d/L=0.3$, for instance, the ball gives $-0.0258\,q^2/L$. Adding the leading term, $-0.1885\,q^2/L$, gives $-0.2143\,q^2/L$, which is the Ewald value. The surface charge of a uniformly polarised ball produces the field $-4\pi P/3$, which cancels the Lorentz field. Your sum is correct for the central cell of a ball in vacuum (the average per cell approaches it only as the ball grows, the difference falling as the inverse radius), but it is not the energy that a periodic code with zero average field returns.

Such a code may also have smooth charges in place of points. This does no harm while the clouds are spherical and do not reach the images, because separate spherical charges interact as points. Gaussian charges of standard deviation $0.05L$ at $d/L=0.3$, summed with plane waves alone, again give $-0.2143\,q^2/L$.

\subsection*{Your NaCl cell}

In a uniform, isotropic medium of relative permittivity $\varepsilon$, replace $q^2$ by $e^2/(4\pi\varepsilon_0\varepsilon)$. Both energies are divided by the same $\varepsilon$, so the ten-percent point does not move. Rough values for NaCl are a lattice constant $a=0.56$ nm and a static permittivity of 6. With $d=a$, the condition is
\begin{equation}
L\ge\frac{0.56\ \text{nm}}{0.271}=2.07\ \text{nm}.
\end{equation}
An $n\times n\times n$ cell has $L=na$ and $d/L=1/n$. The $3\times3\times3$ cell, at 1.68 nm, is too small, and the $4\times4\times4$ cell, at 2.24 nm, suffices in the uniform medium, though narrowly.

For $n=4$ the energy unit is $1440\ \text{meV\,nm}/(6\times2.24\ \text{nm})=107.1$ meV. The leading term is $-107.1\times(2\pi/3)/16=-14.0$ meV. The $l=4$ term adds $-107.1\times3.108/256=-1.3$ meV, for a total of $-15.3$ meV. The full Ewald value is $-15.35$ meV. With $\varepsilon$ and $d$ held fixed, the other cells compare as follows; errors are relative to $E_{\rm im}$.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $E_{\rm im}$ (meV) & $E_{\rm lead}$ (meV) & error & error with $l=4$\\
2 & $-158.9$ & $-112.2$ & $-29\%$ & $-3.2\%$\\
3 & $-38.9$ & $-33.2$ & $-15\%$ & $-0.5\%$\\
4 & $-15.35$ & $-14.0$ & $-8.6\%$ & $-0.1\%$\\
5 & $-7.6$ & $-7.2$ & $-5.7\%$ & $-0.05\%$
\end{tabular}
\end{center}

One more term thus makes even the $3\times3\times3$ cell good to half a percent within this model. To correct a computed energy, subtract the image energy: $E_{\rm isolated}=E_{\rm per}-E_{\rm im}$. Since $E_{\rm im}<0$, this raises the energy; the periodic pair is too strongly bound. Left uncorrected at $n=4$, the 15.35 meV would multiply the Boltzmann weight of the pair at 300 K by $e^{15.35/25.85}=1.8$, other contributions being equal.

The real crystal is less simple than point charges in a uniform medium, and for $n=4$ neglected effects can match or exceed the 1.3 meV error of the formula. The static permittivity is appropriate only if the ions relax. With frozen ions the electronic value, roughly 2.3, applies, and $E_{\rm im}$ becomes $-40$ meV. Relaxation near the defects can change the effective dipole; a change of $+10$ percent through the effective charges, at fixed distance, raises $|E_{\rm im}|$ by 21 percent. A rough permittivity drift of $3\times10^{-4}$ per kelvin amounts to 9 percent over 300 K, and shifts $E_{\rm im}$ by about as much.

The images also interact elastically. For an assumed elastic dipole $P_{\rm el}=3$ eV and stiffness $C=50$ GPa, the scale $P_{\rm el}^2/(CL^3)$ is 2.6 meV; its sign and numerical prefactor are not determined by this estimate. The $4\times4\times4$ cell meets your ten-percent criterion for the electrostatic formula with this pair on a cube axis only within the uniform-medium model, and with little margin. The pair is one lattice constant long, and on that scale the screening of the crystal is not uniform. The leading term keeps its factor $1/\varepsilon$, but the discrete lattice adds contributions of the same order $L^{-5}$ as the $l=4$ term. In a simple model with point-polarisable anions, the error of the leading term at $n=4$ is about $-9.5$ percent for $\varepsilon=2.3$ and $-11$ percent for $\varepsilon=6$, while at $n=5$ it stays within about $8$ percent; for $n=3$ and $4$ the $l=4$ term then leaves one to three percent. The $5\times5\times5$ cell is the safer choice. That does not make the total defect energy accurate to ten percent of the image energy. For that, compare relaxed cells of several sizes. The numerical output below gives the values to more digits.

\section*{Computed results}
\begin{verbatim}
c_4 from lattice sum: 3.1082; from Ewald: 3.1081
c_6, c_8 from lattice sums: 0.5733, 3.2593
l=4 coefficient, diagonal over axis: -0.6667
l>=8: nearest-image lower bound 1.0156
l>=8: upper bound on all other sites 0.6289
d/L at ten percent of true image energy: 0.27101
d/L at ten percent, from the series: 0.27101
d/L at ten percent, c_4 only: 0.27362
d/L if difference is divided by the formula: 0.25741
At the root: E_im = -0.170919 q^2/L
At the root: leading formula = -0.153828 q^2/L
Same d/L on body diagonal: error +7.51 %
d/L = 0.3: Ewald E_im = -0.214312 q^2/L
d/L = 0.3: Gaussian charges = -0.214312 q^2/L
d/L = 0.3: ball in vacuum = -0.025816 q^2/L
d/L = 0.3: leading formula = -0.188496 q^2/L
NaCl, rough: a = d = 0.56 nm, static permittivity 6.0
e^2/(4 pi eps0) = 1439.96 meV nm
Smallest L for ten percent: 2.066 nm
n=2: L = 1.12 nm, d/L = 0.5000, E_im = -158.86 meV
n=2: formula -112.20 meV, error -29.37 %
n=2: with l=4 term -153.82 meV, error -3.17 %
n=3: L = 1.68 nm, d/L = 0.3333, E_im = -38.91 meV
n=3: formula -33.24 meV, error -14.57 %
n=3: with l=4 term -38.73 meV, error -0.48 %
n=4: L = 2.24 nm, d/L = 0.2500, E_im = -15.35 meV
n=4: formula -14.02 meV, error -8.61 %
n=4: with l=4 term -15.33 meV, error -0.13 %
n=5: L = 2.80 nm, d/L = 0.2000, E_im = -7.61 meV
n=5: formula -7.18 meV, error -5.65 %
n=5: with l=4 term -7.61 meV, error -0.05 %
n=4, ions frozen (permittivity 2.3): E_im = -40.03 meV
Dipole larger by 10 %: |E_im| larger by 21 %
Permittivity drift, rough: 3e-04 per K
Drift over 300 K: 9 %
Assumed elastic dipole 3.0 eV, stiffness 50 GPa
n=4, elastic image scale P^2/(C L^3): 2.57 meV
k_B T at 300 K: 25.85 meV
n=4, Boltzmann factor of uncorrected E_im: 1.81
\end{verbatim}
